# Polynomials in Jx, Jy, Jz That Commute with All Three Components

Q: I know that $J^2=J_x^2+J_y^2+J_z^2$ commutes with $J_x$, $J_y$ and $J_z$. Why should some complicated polynomial of high degree not commute with them too, without having anything to do with $J^2$?

A: Because every such polynomial can be rewritten as a polynomial in $J^2$. I set $\hbar=1$ and assume

$$[J_a,J_b]=i\varepsilon_{abc}J_c ,$$

with repeated indices summed. A polynomial $P$ is a finite complex combination of products of the $J_a$ in any order, including a multiple of the identity. The claim is that if $[J_k,P]=0$ for $k=x,y,z$, then $P=q(X)$, where $X=J^2$ and $q$ is an ordinary polynomial in one variable.

Q: On spin ½ the operator $J_x^2$ commutes with everything, and it is plainly not $J^2$.

A: It is a polynomial in $J^2$ there: $J_x^2=\tfrac14$ and $X=\tfrac34$, so $J_x^2=X/3$. Your example does show that "commutes" has two readings. The $J_a$ may be abstract symbols subject to the commutation rule alone, or concrete operators that obey further relations, such as $J_x^2=\tfrac14$. In the concrete case I assume a common domain that the $J_a$ map into itself, so that all products are defined. The argument below uses the commutation rule alone and covers both readings.

Q: The order of the factors makes "polynomial" slippery. $J_xJ_y$ and $J_yJ_x$ differ. How do you keep track?

A: By labelling operators with ordinary polynomials in commuting variables $x_1,x_2,x_3$, also written $x,y,z$. Define the symmetrised ordering $S$ on a monomial as the average over all $n!$ orders,

$$S(x_{i_1}\cdots x_{i_n})=\frac1{n!}\sum_{\pi}J_{i_{\pi(1)}}\cdots J_{i_{\pi(n)}},\qquad S(1)=1,$$

and extend it linearly. For instance $S(xy)=\tfrac12(J_xJ_y+J_yJ_x)$, so that $J_xJ_y=S(xy)+\tfrac i2J_z$.

Q: Does every operator polynomial arise as some $S(f)$?

A: Yes. Exchanging two neighbours, $J_aJ_b=J_bJ_a+i\varepsilon_{abc}J_c$, changes a product of $n$ factors by a term with $n-1$ factors. Any two orders are connected by such exchanges, so

$$J_{i_1}\cdots J_{i_n}=S(x_{i_1}\cdots x_{i_n})+(\text{degree at most } n-1).$$

The remainder is treated in the same way, and the process ends at degree zero. Hence every $P$ of degree at most $N$ equals $S(f)$ for some $f$ of degree at most $N$. I shall not need $f$ to be unique.

Q: What does this buy you? The commutators still have to be computed.

A: They become derivatives. Let

$$L_k=-i\varepsilon_{kij}x_i\partial_j .$$

On one variable, $L_kx_a=-i\varepsilon_{kia}x_i=i\varepsilon_{kai}x_i$, which has the same form as $[J_k,J_a]=i\varepsilon_{kai}J_i$. Both operations obey the product rule: $[J_k,AB]=[J_k,A]B+A[J_k,B]$, and $L_k$ is a first-order derivative. The commutator of $J_k$ with a product therefore replaces one factor at a time. Averaged over all orders, each replacement gives the symmetrised form of the monomial with that variable replaced. So

$$[J_k,S(f)]=S(L_kf).$$

Applying this twice and summing over $k$ gives

$$D(P)\equiv\sum_k[J_k,[J_k,P]],\qquad D(S(f))=S(L^2f),\qquad L^2=\sum_kL_k^2 .$$

Q: Then I need to know what $L^2$ does to a polynomial.

A: Use $\varepsilon_{kij}\varepsilon_{kab}=\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}$:

$$L^2=-\,x_i\partial_jx_i\partial_j+x_i\partial_jx_j\partial_i .$$

Let $E=x_i\partial_i$, which multiplies a homogeneous polynomial by its degree. In the first term $\partial_jx_i=\delta_{ij}+x_i\partial_j$, so

$$x_i\partial_jx_i\partial_j=E+r^2\nabla^2 .$$

In the second, $\partial_jx_j=3+E$ and $E\partial_i=\partial_iE-\partial_i$, so

$$x_i\partial_jx_j\partial_i=3E+x_iE\partial_i=3E+E^2-E=E^2+2E .$$

Together,

$$L^2=-r^2\nabla^2+E(E+1).$$

If $h_l$ is harmonic, $\nabla^2h_l=0$, and homogeneous of degree $l$, then $L^2h_l=l(l+1)h_l$. Also $L_kr^2=-2i\varepsilon_{kij}x_ix_j=0$, so powers of $r^2$ pass through: $L^2(r^{2k}h_l)=l(l+1)\,r^{2k}h_l$.

Q: Most polynomials are not harmonic. Who says they can be built from pieces $r^{2k}h_l$?

A: Take the space $V_n$ of homogeneous polynomials of degree $n$. Give it the inner product in which different monomials are orthogonal and $x^ay^bz^c$ has squared norm $a!\,b!\,c!$. Multiplication by $x$ is then the adjoint of $\partial_x$:

$$(x\cdot x^{a-1},x^a)=a!=a\,(a-1)!=(x^{a-1},\partial_xx^a),$$

and likewise for $y$ and $z$. Hence $(r^2g,f)=(g,\nabla^2f)$. If $f$ in $V_n$ is orthogonal to all of $r^2V_{n-2}$, then $(g,\nabla^2f)=0$ for every $g$ in $V_{n-2}$, which means $\nabla^2f=0$. So $V_n$ is the sum of $r^2V_{n-2}$ and the harmonic polynomials of degree $n$. Repeating this for $V_{n-2}$, and so on down to degree 1 or 0, where everything is harmonic, gives

$$f=\sum_{0\le k\le n/2}r^{2k}h_{n-2k}.$$

The values $l=n,n-2,\dots$ have the parity of $n$. In the numerical output the spectrum of $L^2$ at degree 6 is $0,6,20,42$ with multiplicities $1,5,9,13$. At degree 5 it is $2,12,30$, and zero is absent: there is no rotationally invariant polynomial of odd degree.

Q: Now suppose $P$ commutes with all three components. How do you get rid of the pieces with $l\ge1$?

A: With a projection. Write $P=S(f)$ with $f$ of degree at most $N$, and apply

$$\Pi=\prod_{l=1}^{N}\left(1-\frac{L^2}{l(l+1)}\right)$$

to $f$. A piece with $l\ge1$ meets a factor that vanishes on it. A piece with $l=0$ is a constant times $r^{2k}$; it has $L^2=0$ and survives unchanged. So $\Pi f=f_0=\sum_kc_kr^{2k}$ with $2k\le N$.

Now build the same product with $D$ in place of $L^2$ and apply it to $P$. Since $[J_k,P]=0$, we have $D(P)=0$, and every factor leaves $P$ as it is. Since $D(S(f))=S(L^2f)$, the product also turns $S(f)$ into $S(\Pi f)$. Therefore

$$P=S(f_0)=\sum_{2k\le N}c_k\,S(r^{2k}).$$

Q: Is there a way to find $f_0$ without multiplying out that product?

A: Average $f$ over directions at fixed $r$. The $L_k$ generate rotations, and a rotation does not change the average over a sphere, so $L_kg$ averages to zero for any $g$. For $l\ge1$ the average of $h_l$ is then the average of $L^2h_l/(l(l+1))$, which is zero. The radial part is untouched, so $f_0$ is the angular average of $f$.

Q: You have reached $S(r^{2k})$, not $(J^2)^k$. Symmetrising $r^4$ mixes orders such as $J_xJ_yJ_xJ_y$, which is not in $J^2J^2$.

A: The two do differ, and one more induction closes the gap. First, $X$ commutes with each $J_k$:

$$[J_k,X]=i\varepsilon_{kab}(J_bJ_a+J_aJ_b)=0,$$

an antisymmetric symbol contracted with a symmetric expression. Next, $S(r^{2k})$ commutes with each $J_a$, because $[J_a,S(r^{2k})]=S(L_ar^{2k})=0$. By the reordering rule,

$$X^k=S(r^{2k})+Q,\qquad \deg Q\le 2k-1 .$$

$Q$ is a difference of two commuting polynomials, so it commutes as well. The projection result applies to it and gives $Q$ as a combination of $S(r^{2m})$ with $m<k$. If those are already polynomials in $X$ of degree $m$, then

$$S(r^{2k})=q_k(X)=X^k+(\text{lower powers of }X).$$

The induction starts from $S(1)=1$.

Q: Is that not circular? You use the theorem on $Q$ to prove the theorem.

A: I use the previous result, that a commuting polynomial is a combination of the $S(r^{2m})$. Its proof did not need to know what $S(r^{2m})$ is. With both results in hand,

$$P=\sum_kc_k\,q_k(J^2),$$

which is the claim.

Q: Can you give the $q_k$ explicitly?

A: Let $\mathbf n$ be a unit vector. The coefficients in $(\mathbf n\cdot\mathbf x)^{2k}=\sum n_{i_1}\cdots n_{i_{2k}}x_{i_1}\cdots x_{i_{2k}}$ are symmetric in their indices, so all orders contribute equally and $S((\mathbf n\cdot\mathbf x)^{2k})=(\mathbf n\cdot\mathbf J)^{2k}$. Averaging over $\mathbf n$, with $u$ the cosine of the angle between $\mathbf n$ and $\mathbf x$,

$$\overline{(\mathbf n\cdot\mathbf x)^{2k}}=r^{2k}\,\frac12\int_{-1}^{1}u^{2k}\,du=\frac{r^{2k}}{2k+1}.$$

Hence $S(r^{2k})=(2k+1)\,\overline{(\mathbf n\cdot\mathbf J)^{2k}}$. On a single spin $j$ the left side is the number $q_k(j(j+1))$ times the identity. Take the trace. Each $\mathbf n\cdot\mathbf J$ has the eigenvalues $m=-j,\dots,j$ of $J_z$, so

$$q_k(j(j+1))=\frac{2k+1}{2j+1}\sum_{m=-j}^{j}m^{2k}.$$

The coefficients of $q_k$ can be fixed once in the abstract algebra, and they then hold in every realisation. A few spins suffice to find them. For $k\ge1$, $j=0$ gives $q_k(0)=0$, so $q_2=X^2+bX$. At $j=\tfrac12$ the formula gives $\tfrac52\cdot\tfrac18=\tfrac5{16}$, and $\tfrac9{16}+\tfrac34b=\tfrac5{16}$ yields $b=-\tfrac13$.

For $q_3=X^3+bX^2+cX$, the spins $\tfrac12$ and $1$ give

$$\tfrac{27}{64}+\tfrac9{16}b+\tfrac34c=\tfrac7{64},\qquad 8+4b+2c=\tfrac{14}3 ,$$

that is, $9b+12c=-5$ and $24b+12c=-20$. Subtracting gives $15b=-15$, so $b=-1$ and $c=\tfrac13$. Thus

$$q_1=X,\qquad q_2=X^2-\tfrac13X,\qquad q_3=X^3-X^2+\tfrac13X .$$

Q: What do the lower powers mean physically?

A: They are the cost of noncommuting components. With $\hbar$ restored, $S(r^4)=(J^2)^2-\tfrac13\hbar^2J^2$. Relative to the leading term the correction is $-1/(3X)$ in units $\hbar=1$, which vanishes for large $j$. In that limit the components behave as commuting classical variables and $S(r^{2k})/X^k\to1$ at fixed $k$.

Q: Show me a polynomial where the answer is not obvious.

A: Take

$$P=\sum_{ijk}J_iJ_jJ_kJ_iJ_jJ_k .$$

It is a rotational scalar, since all indices are contracted. Expanding the double commutator gives $D(A)=XA+AX-2\sum_iJ_iAJ_i$. As $X$ commutes with any polynomial $A$,

$$\sum_iJ_iAJ_i=XA-\tfrac12D(A).$$

For $A=J_j$ we have $l=1$ and $D(J_j)=2J_j$, so $\sum_iJ_iJ_jJ_i=(X-1)J_j$.

For two factors, split

$$J_jJ_k=T_{jk}+\tfrac i2\varepsilon_{jkl}J_l+\tfrac13\delta_{jk}X,\qquad T_{jk}=S(x_jx_k-\tfrac13\delta_{jk}r^2).$$

The three parts have $l=2,1,0$, so $D$ multiplies them by $6,2,0$. Eliminating $T_{jk}$,

$$D(J_jJ_k)=6J_jJ_k-3i\varepsilon_{jkl}J_l-2\delta_{jk}X+i\varepsilon_{jkl}J_l=6J_jJ_k-2i\varepsilon_{jkl}J_l-2\delta_{jk}X,$$

and therefore

$$\sum_iJ_iJ_jJ_kJ_i=(X-3)J_jJ_k+i\varepsilon_{jkl}J_l+\delta_{jk}X .$$

Multiply on the right by $J_jJ_k$ and sum over $j,k$. Three contractions appear:

- $\sum_{jk}J_jJ_kJ_jJ_k=\sum_k(X-1)J_kJ_k=X^2-X$.
- $\varepsilon_{jkl}J_lJ_jJ_k=iX$, because $\varepsilon_{jkl}J_jJ_k=\tfrac12\varepsilon_{jkl}\,i\varepsilon_{jkm}J_m=iJ_l$.
- $\sum_{jk}\delta_{jk}XJ_jJ_k=X^2$.

So

$$P=(X-3)(X^2-X)+i(iX)+X^2=X^3-3X^2+2X=X(X-1)(X-2).$$

Q: And the symmetrised route gives the same?

A: It does. The symbol found by removing leading degrees one after another is $f=r^6-2r^4+r^2$. Inserting the $q_k$,

$$P=\left(X^3-X^2+\tfrac13X\right)-2\left(X^2-\tfrac13X\right)+X=X^3-3X^2+2X .$$

The numbers bring out the role of ordering. For $j=\tfrac12$, $P=0.75\times(-0.25)\times(-1.25)\approx0.234$. For $j=1$, $X=2$ and $P$ vanishes, although its classical counterpart $r^6$ does not. For $j=2$, $P=6\cdot5\cdot4=120$, against $X^3=216$. For $j=3$, $P=12\cdot11\cdot10=1320$, against $1728$. The ratio $P/X^3=(1-1/X)(1-2/X)$ tends to 1 for large $j$. Ordinary matrix multiplication of the spin matrices, summed over $i,j,k$, agrees with the formula for all spins from ½ to 3.

Q: You have checked one polynomial. Could another one of the same degree escape?

A: The proof excludes it, and a count that does not use the proof agrees. Up to degree 6 there are 84 ordered monomials $J_x^aJ_y^bJ_z^c$. Imposing $[J_k,P]=0$ on a general combination of them is a linear problem, and its solution space has dimension 4. The powers $1,X,X^2,X^3$ fill it. For maximum degree $0,1,\dots,6$ the dimensions are $1,1,2,2,3,3,4$: a new solution enters at each even degree and none at odd degree.

Q: Return to concrete representations. Give me an operator that commutes on one space and not on another.

A: Consider

$$G=\tfrac{16}3\left(J_x^2-J_x^4\right).$$

An eigenvalue $m$ of $J_x$ gives $G=\tfrac{16}3m^2(1-m^2)$. This is 1 for $m=\pm\tfrac12$ and 0 for $m=0,\pm1$. On the direct sum of a spin ½ and a spin 1, $G$ is therefore the projector on the spin-½ part and commutes with all $J_k$. In the abstract algebra it does not commute.

The theorem must still give a polynomial in $X$ that equals $G$ on this space. The angular averages of $x^2$ and $x^4$ are $r^2/3$ and $r^4/5$, so the invariant part of $G$ is

$$\tfrac{16}3\left[\tfrac13X-\tfrac15\left(X^2-\tfrac13X\right)\right]=\tfrac{16}3\cdot\tfrac15\left(2X-X^2\right)=\tfrac{16}{15}X(2-X).$$

At $X=\tfrac34$ this is $\tfrac{16}{15}\cdot\tfrac34\cdot\tfrac54=1$, and at $X=2$ it is 0, as required.

Q: And on spin 3/2?

A: There $m=\pm\tfrac32$ gives $G=-15$ while $m=\pm\tfrac12$ gives $1$. $G$ singles out the $x$ axis and no longer commutes with $J_y$ and $J_z$. At $X=\tfrac{15}4$ the formula gives $-7$, which is the mean of $-15$ and $1$. The reason is that $D(P)$ is a sum of commutators and has zero trace on a finite spin, so the projection preserves the trace. The invariant part of $G$ on a single spin is then its mean eigenvalue times the identity. It equals $G$ only where $G$ commutes.

Q: Is the polynomial $q$ unique?

A: In the abstract algebra, yes. If $q(X)=\tilde q(X)$ there, the two agree at $X=j(j+1)$ for every spin $j$. Their difference has infinitely many zeros and must vanish. On a space with finitely many different spins $q$ is not unique: you may add any multiple of $\prod_j(X-j(j+1))$, taken over the spins present, because that product is zero on the space.

Q: Where does the statement stop being true?

A: It fails if "polynomial in the components" is weakened in either of two ways.

First, finite sums matter. The rotation by a full turn, $e^{2\pi iJ_z}$, equals $+1$ on integer spins and $-1$ on half-integer spins, so it commutes with every $J_k$. On a space containing all spins it is no polynomial in $X$: such a polynomial would equal $1$ at infinitely many points, hence everywhere, and could not be $-1$ on the half-integer spins.

Second, the operator must be built from the $J_k$ themselves. For three spins ½ with total $\mathbf J=\mathbf S_1+\mathbf S_2+\mathbf S_3$, the scalar $\mathbf S_1\cdot\mathbf S_2$ commutes with $\mathbf J$. Total spin ½ arises twice, once with spins 1 and 2 in a singlet and once with them in a triplet. From $\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[(\mathbf S_1+\mathbf S_2)^2-\tfrac32\right]$ the two values are $-\tfrac34$ and $\tfrac14$. Both states have $J^2=\tfrac34$, so no function of $J^2$ can tell them apart. The theorem then implies that $\mathbf S_1\cdot\mathbf S_2$ cannot be written as a polynomial in the components of the total $\mathbf J$.

## Computed results

```
All quantities are dimensionless (hbar = 1); X = J^2
identities [J_k,S(f)] = S(L_k f) checked, degree 0 to 5: 168
L^2 eigenvalues (multiplicity), degree 5: 2 (x3), 12 (x7), 30 (x11)
L^2 eigenvalues (multiplicity), degree 6: 0 (x1), 6 (x5), 20 (x9), 42 (x13)
max degree | all ordered monomials | independent commuting polynomials
  0 | 1 | 1
  1 | 4 | 1
  2 | 10 | 2
  3 | 20 | 2
  4 | 35 | 3
  5 | 56 | 3
  6 | 84 | 4
S(r^2) = (1)*X^1
S(r^4) = (1)*X^2 + (-1/3)*X^1
S(r^6) = (1)*X^3 + (-1)*X^2 + (1/3)*X^1
S(r^8) = (1)*X^4 + (-2)*X^3 + (9/5)*X^2 + (-3/5)*X^1
Example A: P = sum_ijk Ji Jj Jk Ji Jj Jk
  P = S(f), f = (1)*(r^2)^3 + (-2)*(r^2)^2 + (1)*(r^2)^1
  P = (1)*X^3 + (-3)*X^2 + (2)*X^1 = X*(X - 2)*(X - 1)
  j | X | P from matrices | P from formula
  0.5 | 0.75 | 0.234375 | 0.234375
  1.0 | 2.00 | 0.000000 | 0.000000
  1.5 | 3.75 | 18.046875 | 18.046875
  2.0 | 6.00 | 120.000000 | 120.000000
  2.5 | 8.75 | 457.734375 | 457.734375
  3.0 | 12.00 | 1320.000000 | 1320.000000
Example B: G = (16/3)(Jx^2 - Jx^4)
  invariant part of G = (-16/15)*X^2 + (32/15)*X^1 = -16*X*(X - 2)/15
  spin 1/2 + spin 1: G on spin 1/2 = 1.000000, G on spin 1 = 0.000000
  spin 3/2: eigenvalues of G = -15.0000, -15.0000, 1.0000, 1.0000
  spin 3/2: mean of G = -7.0000, invariant part = -7.0000
  spin 3/2: largest norm of [J_k,G] = 27.7128
```
